\section*{Surface Stiffness as the Resistance to Small Ripples on Crystal Surfaces, part 1}

(Sections cited here and not found follow in the second part.)

\section{What a ripple costs the surface}

\subsection{The situation and a zigzag surface}

A thin crystalline film grown in register with a substrate of different lattice spacing is under lateral stress. If its surface becomes wavy, the crests can relax sideways and elastic energy is released. The surface energy changes too, because a wavy surface is longer than a flat one and exposes other orientations. Whether a given ripple grows or decays depends on the sign and size of that change.

Let $\gamma(\theta)$ be the surface energy per unit of true area for a surface inclined at angle $\theta$, in radians. Suppose that $\gamma$ varies by a few per cent over all orientations. It is then tempting to treat it as a constant and to charge the ripple for its extra length alone. The simplest wavy surface already shows whether this is allowed.

Take a surface that is uniform along $y$ and consists of straight segments inclined alternately at $+\theta$ and $-\theta$. In a period of horizontal length $L$, each of the two segments covers $L/2$ horizontally and has true length $L/(2\cos\theta)$. No separate energy is assigned to the corners. The surface energy per unit horizontal area is therefore
\begin{equation}
\Phi(\theta)=\frac{\gamma(\theta)+\gamma(-\theta)}{2\cos\theta}.
\label{eq:zigzag}
\end{equation}
For small $\theta$, with $\gamma$ and its derivatives written without argument when taken at the flat orientation,
\begin{align}
\frac{\gamma(\theta)+\gamma(-\theta)}{2}&=\gamma+\tfrac12\gamma''\theta^2+\dots,\\
\frac1{\cos\theta}&=1+\tfrac12\theta^2+\dots .
\end{align}
The terms $+\gamma'\theta$ and $-\gamma'\theta$ from the two segments have cancelled. Multiplying the two series gives
\begin{equation}
\Phi(\theta)-\gamma=\tfrac12\left(\gamma+\gamma''\right)\theta^2+\dots .
\label{eq:zigzagresult}
\end{equation}
The term with $\gamma$ pays for extra length. The term with $\gamma''$ pays for the change of orientation. Both are of second order in the tilt, so neither may be dropped on the ground that the tilt is small.

Two limits test this result. If $\gamma$ does not depend on orientation, \eqref{eq:zigzag} becomes $\gamma/\cos\theta$ and the cost is $\gamma\theta^2/2$, which is pure extra length. The second limit is more telling. Let
\begin{equation}
\gamma(\theta)=A\cos\theta+B\sin\theta ,\qquad A>0,
\label{eq:null}
\end{equation}
over the range of angles used. Then \eqref{eq:zigzag} gives
\begin{equation}
\Phi=\frac{2A\cos\theta}{2\cos\theta}=A
\end{equation}
at every such angle. The zigzag costs nothing, although the flat surface has the positive energy $\gamma(0)=A$. An estimate from $\gamma$ alone would give $A\theta^2/2$. The combination in \eqref{eq:zigzagresult} gives the right answer, since $\gamma''(0)=-A$ and the sum vanishes. The reason is visible in \eqref{eq:null}: such a surface pays $A$ per unit of horizontal distance and $B$ per unit of height gained, and neither total changes when the surface goes up and comes back down.

\subsection{An arbitrary profile on a tilted surface}

The zigzag was symmetric and had a single slope magnitude. For the general case, let the mean surface have orientation $\theta_0$, and choose $x$ along it and $z$ along its outward normal. The profile is $z=h(x)$, its slope is $p=h'(x)$, and the local orientation is $\theta_0+\arctan p$. A prime on $h$ means a derivative with respect to $x$; a prime on $\gamma$ means a derivative with respect to angle. From here on, $\gamma,\gamma',\gamma'',\dots$ without argument are values at $\theta_0$.

An element $dx$ carries the true length $\sqrt{1+p^2}\,dx$. The surface energy per unit depth along $y$ is
\begin{equation}
F[h]=\int_0^L f(h')\,dx,\qquad
f(p)=\gamma(\theta_0+\arctan p)\sqrt{1+p^2}.
\label{eq:functional}
\end{equation}
This functional assumes that the energy of an element depends on its orientation and not on its curvature or on distant parts of the surface.

The expansion of $f$ can be made safe by differentiating it before setting $p=0$. Since $d(\arctan p)/dp=1/(1+p^2)$,
\begin{align}
f'(p)&=\frac{\gamma'(\theta)}{1+p^2}\sqrt{1+p^2}
+\gamma(\theta)\frac{p}{\sqrt{1+p^2}}\notag\\
&=\frac{\gamma'(\theta)+p\,\gamma(\theta)}{\sqrt{1+p^2}},
\qquad \theta=\theta_0+\arctan p .
\end{align}
A second differentiation gives
\begin{align}
f''(p)&=\frac{1}{\sqrt{1+p^2}}
\left[\frac{\gamma''(\theta)}{1+p^2}+\gamma(\theta)
+\frac{p\,\gamma'(\theta)}{1+p^2}\right]
-\frac{p\left[\gamma'(\theta)+p\,\gamma(\theta)\right]}{(1+p^2)^{3/2}}\notag\\
&=\frac{\gamma''(\theta)+(1+p^2)\gamma(\theta)+p\gamma'(\theta)
-p\gamma'(\theta)-p^2\gamma(\theta)}{(1+p^2)^{3/2}}\notag\\
&=\frac{\gamma(\theta)+\gamma''(\theta)}{(1+p^2)^{3/2}} .
\label{eq:fsecond}
\end{align}
The terms in $\gamma'$ cancel at every slope. At $p=0$ the three coefficients are
\begin{equation}
f(0)=\gamma,\qquad f'(0)=\gamma',\qquad f''(0)=\gamma+\gamma''\equiv S .
\end{equation}
The quantity $S$ is the surface stiffness at the orientation $\theta_0$. Hence
\begin{equation}
F[h]=\gamma L+\gamma'\int_0^L h'\,dx+\frac S2\int_0^L h'^2\,dx+R .
\label{eq:expanded}
\end{equation}

The linear term deserves attention, because on a tilted surface $\gamma'$ is generally not zero. Its integral is
\begin{equation}
\gamma'\int_0^L h'\,dx=\gamma'\left[h(L)-h(0)\right].
\end{equation}
It vanishes for a periodic profile, or for any profile with equal end heights. What is gained on the uphill parts is returned on the downhill parts. If the end heights differed, the mean orientation would no longer be $\theta_0$, and the energy of that rotation would have to be counted.

The remainder $R$ is controlled by the slope and not by the height. If $\gamma$ has a second derivative at $\theta_0$, the part of $f$ left out is smaller than any chosen fraction of $p^2$ once $|p|$ is small enough everywhere. Its integral is then smaller than the same fraction of $\int h'^2dx$. So, to second order in slope,
\begin{equation}
F[h]-\gamma L=\frac S2\int_0^L h'^2\,dx,\qquad S=\gamma+\gamma'' .
\label{eq:main}
\end{equation}
For nonzero $S$ this gives the sign of the change as well as its size. A ripple is opposed when $S>0$.

\subsection{One sinusoid, and the restoring potential}

Let $h=a\cos kx$, with wavelength $\lambda=2\pi/k$. Then $h'=-ka\sin kx$, and the average of $\sin^2kx$ over a period is $1/2$. Equation \eqref{eq:main} gives the cost per unit mean area
\begin{equation}
\Delta F_{\rm s}=\frac S2\,k^2a^2\,\frac12=\frac{S k^2a^2}{4}.
\label{eq:sine}
\end{equation}
Its use requires $ka\ll1$. The tilts, which reach about $ka$ in radians, must also stay within a range of angles over which $\gamma+\gamma''$ hardly changes. At fixed amplitude the cost vanishes as $k\to0$, as it should: a uniform shift of the surface creates neither length nor tilt.

The same result can be read as a force on the profile. Under a small periodic change $\delta h$,
\begin{equation}
\delta F=S\int_0^L h'\,\delta h'\,dx=-S\int_0^L h''\,\delta h\,dx ,
\end{equation}
where the boundary term of the integration by parts vanishes by periodicity. The energy needed to add a unit volume of material is therefore changed by
\begin{equation}
\mu_{\rm s}=\frac{\delta F}{\delta h}=-S h''=S k^2a\cos kx .
\label{eq:mus}
\end{equation}
For $S>0$ it is high at crests and low in valleys, so moving material from crest to valley lowers the energy. As a check on the factor, $d(\Delta F_{\rm s})/da$ from \eqref{eq:sine} is $Sk^2a/2$. The average of $\mu_{\rm s}\cos kx$ from \eqref{eq:mus} is the same.

\subsection{A surface whose energy is nearly constant}

The opening question can now be put to a definite model,
\begin{equation}
\gamma(\theta)=g_0\left[1+e\cos4\theta\right].
\label{eq:model}
\end{equation}
Two derivatives bring down a factor $-16$ on the cosine, so
\begin{equation}
\gamma''=-16\,g_0e\cos4\theta,\qquad
S=g_0\left[1-15\,e\cos4\theta\right].
\label{eq:modelS}
\end{equation}
A weak variation of $\gamma$ is multiplied by fifteen in the stiffness and changes sign. For a variation $\cos n\theta$ the same calculation gives the factor $1-n^2$. It is zero for $n=1$, which is the case \eqref{eq:null}, and its magnitude grows quickly with $n$. A small variation of $\gamma$ is thus no evidence that $\gamma''$ is small; the angular range over which it varies matters as well.

Choose $g_0=1.20\ \mathrm{J/m^2}$ and $e=-0.03$. To test \eqref{eq:sine} without using the expansion, the energy of a sinusoid with $ka=0.01$ was integrated numerically from the true length and true orientation of each surface element. The stiffness was then obtained as $4\Delta F_{\rm s}/(ka)^2$. The results, in $\mathrm{J/m^2}$, are
\begin{equation}
\begin{array}{c|cccc}
\theta_0 & \gamma & \gamma'' & \gamma+\gamma'' & \text{integrated}\\ \hline
0^\circ & 1.164 & 0.576 & 1.740 & 1.740\\
20^\circ & 1.194 & 0.100 & 1.294 & 1.294\\
45^\circ & 1.236 & -0.576 & 0.660 & 0.660
\end{array}
\end{equation}
Between $0^\circ$ and $45^\circ$ the surface energy rises by about 6 per cent, while the stiffness falls by more than half. The low-energy orientation resists ripples more than $\gamma$ suggests, because every tilt leads to costlier orientations. At the energy maximum every tilt leads to cheaper ones, and the resistance is less than $\gamma$.

In the middle row $\gamma'=0.142\ \mathrm{J/m^2}$ is not zero. A sinusoid cancels every term odd in the slope by symmetry. An asymmetric periodic profile at this orientation also approaches \eqref{eq:main}, but with a relative correction of first order in the slope. Integrating the two effects separately at this orientation gives $1.194\ \mathrm{J/m^2}$ from the added length at constant $\gamma$. The changed orientation at constant length gives $0.100\ \mathrm{J/m^2}$. These are $\gamma$ and $\gamma''$, as the expansion requires.

\subsection{Where the quadratic law ends}

Three limits restrict the statement. The first is finite slope. If $\gamma$ has four derivatives, further coefficients follow from \eqref{eq:fsecond}. Write $S(\theta)=\gamma(\theta)+\gamma''(\theta)$ and use $\arctan p=p+O(p^3)$ and $(1+p^2)^{-3/2}=1-\tfrac32p^2+\dots$:
\begin{equation}
f''(p)=S+S'p+\left(\tfrac12S''-\tfrac32S\right)p^2+\dots .
\end{equation}
Integrating twice, the terms of $f$ beyond second order are
\begin{equation}
\frac{S'}{6}p^3+\frac{S''-3S}{24}p^4
=\frac{\gamma'+\gamma'''}{6}p^3
+\frac{\gamma''''-2\gamma''-3\gamma}{24}p^4 .
\label{eq:quartic}
\end{equation}
For a sinusoid the average of $p^3$ is zero and that of $p^4$ is $3(ka)^4/8$. The relative correction to \eqref{eq:sine} is therefore of order $(ka)^2$, with a coefficient that becomes large when $S$ is close to zero or changes rapidly with angle.

The second limit is negative stiffness. With $e=0.08$ in \eqref{eq:model} and $\theta_0=0$, the surface energy is $1.296\ \mathrm{J/m^2}$, but $S=1.20\,(1-1.20)=-0.240\ \mathrm{J/m^2}$. Direct integration with $ka=0.01$ also gives $-0.240\ \mathrm{J/m^2}$. Here a ripple lowers the surface energy with no help from stress. A positive surface energy does not ensure that a flat surface resists ripples. In the quadratic law the gain at fixed amplitude increases as $k^2$, so the law cannot select a wavelength. Finite slopes and the energy of strongly curved regions then have to be included.

The third limit is a facet. A facet orientation can have a cusp in $\gamma$, because tilting it creates steps in proportion to $|p|$. Let each step have height $b$ and energy $\beta$ per unit length, and set $c=\beta/b$. For a mean orientation at the cusp, add $c|\sin\theta|$ to a smooth $\gamma$. Since $|\sin\theta|=|p|/\sqrt{1+p^2}$, the length factor cancels and the added density is $c|p|$. A sinusoid climbs and descends a total height $4a$ per wavelength, so its added cost per area is
\begin{equation}
\Delta F_{\rm c}=c\,\frac{4a}{\lambda}=\frac{2c\,ka}{\pi}.
\label{eq:cusp}
\end{equation}
This is linear in $a$ and exceeds any quadratic cost when $a$ is small enough. The second derivative $\gamma''$ does not exist at the cusp, and the stiffness law does not apply there. It describes orientations at which $\gamma$ is smooth, as on a thermally rough surface.

\section{The contest with stress}

\subsection{What is carried over}

The ripple is $h=a\cos kx$ with wavelength $\lambda=2\pi/k$ and small slope $ka$. The surface is uniform along $y$, and $z$ points outward. For a smooth surface energy $\gamma(\theta)$, the ripple costs $Sk^2a^2/4$ per area, where $S=\gamma+\gamma''$ is taken at the mean orientation. The corresponding potential per added volume is $Sk^2a\cos kx$. A facet cusp with step energy $\beta$ and step height $b$ adds $2c\,ka/\pi$ per area, where $c=\beta/b$.

The stress supplies the opposing term. Its size is needed before the difference between $\gamma$ and $S$ can be judged in a film.

For a small ripple on a smooth surface, the surface-energy cost is set by the stiffness $S=\gamma+\gamma''$, not by $\gamma$ alone, while a facet cusp adds a cost linear in the amplitude. It remains to find the elastic energy that the ripple releases and to compare it with this cost.
